# Why Thinning a Silicon Wafer Amplifies Its Film-Induced Curvature

**Question.** A silicon wafer carries a thin film under tension on its front face. Its back is ground away until the thickness has fallen from 775 to 50 µm, a factor of 15.5, while the film is left untouched. Why does the curvature grow by much more than 15.5, by how much does it grow, and do a small die and a full 300 mm wafer both follow the same law?

## The mechanism: a lever and a beam

The film would like to be shorter than the silicon to which it is bonded. It pulls inward on the front face, away from the middle of the plate, and so it bends the plate. Thinning changes two things: the film's lever arm about the midplane becomes shorter, which reduces the bending moment, and the plate becomes less stiff. The second change is far larger.

Let $h$ be the substrate thickness, $t\ll h$ the film thickness and $\sigma$ the film stress on a rigid substrate, positive in tension. The film force per unit width is $f=\sigma t$. Stress and strain are taken to be elastic, uniform along the surface and equal in both in-plane directions. Measure $z$ from the substrate midplane towards the film, and call the curvature $\kappa$ positive when the film side is concave. The in-plane strain of the silicon is then

$$\varepsilon(z)=\varepsilon_0-\kappa z ,$$

because the concave side is shortened. For equal strain in two directions and a free surface, Hooke's law reads $\varepsilon=(\sigma_s-\nu\sigma_s)/E$, where $\sigma_s$ is the silicon stress, $E$ Young's modulus and $\nu$ Poisson's ratio. Hence $\sigma_s=M\varepsilon$, with the biaxial modulus $M=E/(1-\nu)$.

No external force acts, so the total force per width vanishes:

$$\int_{-h/2}^{h/2}M(\varepsilon_0-\kappa z)\,dz+f=Mh\varepsilon_0+f=0 .$$

The film compresses the silicon uniformly by $\varepsilon_0=-f/(Mh)$. The total moment vanishes too. The film sits at $z=h/2$, and the term in $\varepsilon_0$ drops out because it is odd in $z$:

$$\int_{-h/2}^{h/2}M(\varepsilon_0-\kappa z)z\,dz+\frac{fh}{2}
=-\frac{Mh^3}{12}\kappa+\frac{fh}{2}=0 .$$

Solving for the curvature gives Stoney's formula,

$$\kappa_S=\frac{fh/2}{Mh^3/12}=\frac{6f}{Mh^2}.$$

The moment is proportional to $h$ and the stiffness to $h^3$. One power in the stiffness comes from the amount of material; the other two come from its distance to the midplane, which enters once in the strain and once in the lever arm of the stress. At fixed $f$ and $M$,

$$\frac{\kappa_S(50)}{\kappa_S(775)}=\left(\frac{775}{50}\right)^2=15.5^2=240.25 .$$

Thinning divides the moment by 15.5 and the stiffness by $15.5^3=3724$; the quotient of these factors is the amplification. It needs no increase in film stress.

## Which modulus belongs to silicon

Silicon is anisotropic, but on a (001) wafer this formula needs one modulus. Let both in-plane strains equal $\varepsilon$. The free surface requires $2c_{12}\varepsilon+c_{11}\varepsilon_z=0$, so $\varepsilon_z=-2c_{12}\varepsilon/c_{11}$. The in-plane stress is

$$\sigma_s=(c_{11}+c_{12})\varepsilon+c_{12}\varepsilon_z
=\left(c_{11}+c_{12}-\frac{2c_{12}^2}{c_{11}}\right)\varepsilon .$$

The two in-plane stresses are equal and there is no shear, so rotating the axes about the wafer normal changes nothing. With the rounded constants $c_{11}=166$ and $c_{12}=64$ GPa, the bracket is $M=180.7$ GPa. Along ⟨100⟩, $E=130.4$ GPa and $\nu=0.278$; along ⟨110⟩, $E=169.7$ GPa and $\nu=0.061$. Both pairs give the same $E/(1-\nu)$.

## The numbers for one film

Take a film of 1 µm at 100 MPa, so that

$$f=(100\times10^6\ \mathrm{Pa})(10^{-6}\ \mathrm{m})=100\ \mathrm{N/m}.$$

At 775 µm the moment per width is $fh/2=0.03875$ N and the stiffness is $7.008$ N m. At 50 µm they are $0.0025$ N and $0.001882$ N m. Therefore

$$\kappa_S(775)=\frac{0.03875}{7.008}=0.00553\ \mathrm{m^{-1}},\qquad
\kappa_S(50)=\frac{0.0025}{0.001882}=1.33\ \mathrm{m^{-1}} .$$

The radius of curvature falls from 181 m to 0.75 m.

A shallow dome of radius $R$ in plan has bow $\kappa R^2/2$. For a disc 10 mm across, a simple stand-in for a die (the corners of a square die of that width have twice the linear bow), the bow rises from 0.069 to 16.6 µm. The same formula gives 0.062 mm and 14.9 mm for a 300 mm wafer. The last number is about 300 times the wafer thickness, and a dome that deep cannot be treated by linear plate theory.

## What the finite film thickness changes

A film of 1 µm is less negligible on 50 µm of silicon than on 775 µm. To find the correction, let the film have biaxial modulus $M_f$ and let $F$ be its actual tension per width after the plate has relaxed. The silicon carries $-F$. The two midplanes are $(h+t)/2$ apart, and each layer resists bending about its own midplane, so moment balance is

$$F\,\frac{h+t}{2}=\frac{Mh^3+M_ft^3}{12}\,\kappa .$$

On a rigid substrate the film's elastic strain would be $\varepsilon_m=\sigma/M_f$. The film has since moved with the silicon, so its elastic strain is $\varepsilon_m$ plus the strain of the silicon at the interface:

$$\frac{F}{M_ft}+\frac{\kappa t}{2}
=\varepsilon_m-\frac{F}{Mh}-\frac{\kappa h}{2}.$$

Put $\eta=t/h$ and $m=M_f/M$. The moment equation gives $F=\kappa Mh^2(1+m\eta^3)/[6(1+\eta)]$. Multiply the strain equation by $M_ft$, use $M_ft\,\varepsilon_m=f$ and $M_ft=m\eta Mh$, and insert $F$:

$$f=F(1+m\eta)+\frac{m\eta Mh^2(1+\eta)}{2}\kappa
=\frac{Mh^2\kappa}{6}\left[\frac{(1+m\eta)(1+m\eta^3)}{1+\eta}+3m\eta(1+\eta)\right].$$

Solving for $\kappa$ and expanding the products,

$$\frac{\kappa}{\kappa_S}=\frac{1+\eta}{1+4m\eta+6m\eta^2+4m\eta^3+m^2\eta^4}.$$

For $M_f=100$ GPa the factor is 0.9984 at 775 µm and 0.9755 at 50 µm. The amplification falls to $240.25\times0.9755/0.9984\approx235$.

The stresses remain modest. In the thin-film limit the silicon beside the film carries the uniform compression $-f/h$ and the bending stress $-M\kappa_Sh/2=-3f/h$, together $-4f/h=-8$ MPa at 50 µm. The full two-layer balance gives $-7.8$ MPa. The film relaxes from 100 to 95.6 MPa. Thus the silicon stress grows roughly as $1/h$, while the curvature grows roughly as $1/h^2$: a thin plate can bend strongly with little strain.

## Why a large dome must stretch

A flat sheet can be rolled into a cylinder without stretching, but not pressed into a dome. Linear theory ignores the cost of that stretching. To estimate it, treat the plate as isotropic and the curvature as uniform over a free disc of radius $R$.

For a shallow dome, $w=\kappa r^2/2$, with radial displacement $u$, the midplane strains are $\varepsilon_r=u'+w'^2/2$ and $\varepsilon_\theta=u/r$. Eliminating $u$ gives

$$\varepsilon_r-(r\varepsilon_\theta)'=\tfrac12\kappa^2r^2 .$$

In-plane equilibrium requires $\sigma_\theta=(r\sigma_r)'$, and the free edge requires $\sigma_r(R)=0$. Here $\sigma_r,\sigma_\theta$ are stresses additional to the film's balanced force pair. Try

$$\sigma_r=A(R^2-r^2),\qquad \sigma_\theta=A(R^2-3r^2).$$

With $E\varepsilon_r=\sigma_r-\nu\sigma_\theta$ and $E\varepsilon_\theta=\sigma_\theta-\nu\sigma_r$, the left side of the strain condition is $[2(1+\nu)+6-2\nu]Ar^2/E=8Ar^2/E$. Hence $A=E\kappa^2/16$. The centre is in tension, and the rim is in hoop compression.

For unequal principal curvatures, $w=(\kappa_1x^2+\kappa_2y^2)/2$, the strains contain $w_x^2/2$, $w_y^2/2$ and $w_xw_y/2$. Their contribution to $\partial_y^2\varepsilon_{xx}+\partial_x^2\varepsilon_{yy}-2\partial_x\partial_y\varepsilon_{xy}$, a combination from which the displacements cancel, is $-\kappa_1\kappa_2$. The source of stress is therefore the Gaussian curvature $K=\kappa_1\kappa_2$, and $\kappa^2$ in $A$ is replaced by $K$.

The stretching energy per area is the disc average of $h(\sigma_r^2+\sigma_\theta^2-2\nu\sigma_r\sigma_\theta)/(2E)$. Since $r\sigma_r\sigma_\theta=\tfrac12[(r\sigma_r)^2]'$, the average of $\sigma_r\sigma_\theta$ is zero. We may then replace the bracket by $(\sigma_r+\sigma_\theta)^2=4A^2(R^2-2r^2)^2$. With $s=r^2/R^2$,

$$u_{\rm str}=\frac{h}{2E}\,4A^2R^4\int_0^1(1-2s)^2ds
=\frac{h}{2E}\,\frac{4A^2R^4}{3}=\frac{EhR^4K^2}{384}.$$

The bending energy, with $D=Eh^3/[12(1-\nu^2)]$, is $\tfrac12D(\kappa_1^2+\kappa_2^2+2\nu\kappa_1\kappa_2)$. The film, strained by $-\kappa_ih/2$ in each direction, contributes $-(fh/2)(\kappa_1+\kappa_2)$. Because $D(1+\nu)=Mh^3/12$, we have $fh/2=D(1+\nu)\kappa_S$.

Define $k_i=\kappa_iR^2/(4h)$ and $S=\kappa_SR^2/(4h)$. Dividing the energy per area by $D(4h/R^2)^2$ gives

$$U=\tfrac12(k_1^2+k_2^2+2\nu k_1k_2)-(1+\nu)S(k_1+k_2)+\tfrac12(1-\nu^2)k_1^2k_2^2 .$$

The derivative with respect to $k_1$ vanishes when

$$k_1+\nu k_2-(1+\nu)S+(1-\nu^2)k_1k_2^2=0,$$

and the second condition has $k_1$ and $k_2$ exchanged. For a dome, $k_1=k_2=k$, division by $1+\nu$ gives

$$k+(1-\nu)k^3=S .$$

For small $S$, this uniform curvature is lower than Stoney's by the fraction $(1-\nu)S^2$. Since $S\propto fR^2/h^3$, small thickness and large diameter both matter.

The 10 mm disc at 50 µm has $S=0.166$. With the ⟨100⟩ Poisson ratio, the dome equation gives a loss of 1.88 % relative to linear theory; solving the axisymmetric von Kármán plate equations, which let the curvature vary with radius, gives 1.83 % for the slope at the edge, that is, for the curvature averaged along a radius. The loss depends on the constants chosen: it is 2.3 % with the ⟨110⟩ pair and about 2.05 % when the cubic anisotropy of silicon is kept. With both the film-thickness and stretching corrections, the amplification of this average curvature is about 230 instead of 240. The curvature is no longer uniform: at the centre, the loss from stretching is more than twice the average loss.

## When the dome gives way to a roll

Subtract the two equilibrium conditions:

$$(k_1-k_2)\left[(1-\nu)-(1-\nu^2)k_1k_2\right]=0 .$$

Either the curvatures are equal, or $k_1k_2=1/(1+\nu)$. In the second case the last term of the first condition becomes $(1-\nu)k_2$, so that

$$k_1+k_2=(1+\nu)S .$$

Two real curvatures with this sum and product exist when $(1+\nu)^2S^2\ge4/(1+\nu)$, which sets the threshold

$$S_c=\frac{2}{(1+\nu)^{3/2}} .$$

The dome becomes unstable at this same load. Setting $k_1=k+d$ and $k_2=k-d$ changes $U$ to order $d^2$ by $[(1-\nu)-(1-\nu^2)k^2]d^2$, which turns negative when $k^2>1/(1+\nu)$. Inserting $k=(1+\nu)^{-1/2}$ into the dome equation gives $S=k[1+(1-\nu)/(1+\nu)]=S_c$.

With the ⟨100⟩ constants, $S_c=1.38$. At 50 µm the corresponding disc radius is

$$R_c=\sqrt{\frac{4hS_c}{\kappa_S}}
=\sqrt{\frac{4(50\times10^{-6})(1.384)}{1.329}}\ \mathrm{m}=14.4\ \mathrm{mm},$$

or a diameter of about 29 mm. With the ⟨110⟩ constants it is about 33 mm. These are two isotropic estimates with uniform curvature, not bounds. Letting the curvature vary over the disc raises the ⟨100⟩ threshold from 1.38 to 1.44. Keeping the cubic anisotropy as well gives $S_c\approx1.34$, a diameter of about 28 mm, below both estimates, with the principal curvatures along ⟨100⟩.

For the 300 mm wafer, $S=0.040$ at 775 µm. Because $S\propto h^{-3}$ at fixed film force and diameter, the threshold is reached near

$$h_c=775\left(\frac{0.04014}{1.384}\right)^{1/3}\mathrm{\mu m}\approx238\ \mathrm{\mu m},$$

or 217 µm with the ⟨110⟩ constants; the full plate equations with cubic anisotropy give about 240 µm. At 50 µm, $S$ is about 150, a hundred times the threshold. The wafer in this model, free of gravity, is then a roll.

Far above threshold $k_2$ is tiny, so $k_1\approx(1+\nu)S$ and

$$\kappa_1\approx(1+\nu)\kappa_S=1.278\times1.329\ \mathrm{m^{-1}}=1.70\ \mathrm{m^{-1}} .$$

The roll has a radius of 0.59 m. With uniform curvature assumed, its cross curvature is only about $4\times10^{-5}$ m⁻¹. A real plate departs from this near its free rim, most strongly at the two ends of the roll. No bending moment acts on the edge there, so $\kappa_2+\nu\kappa_1=(1+\nu)\kappa_S$ and $\kappa_2=(1-\nu^2)\kappa_S\approx1.2$ m⁻¹. This curl fades inwards over a distance of order $\sqrt{h/\kappa_1}\approx5$ mm, and it weakens along the rim towards the two sides of the roll. The strong curvature still varies as $h^{-2}$, with a different prefactor: bending along one axis no longer has to work against the Poisson coupling to an equal curvature along the other. A roll curved along ⟨100⟩ meets the stiffness $E/(1-\nu^2)=141$ GPa, and one curved along ⟨110⟩ meets 170 GPa, so a free (001) wafer has its lowest energy when curved along ⟨100⟩. Compared with the linear dome at 775 µm, its main curvature is then 307 times larger with uniform curvature assumed, and about 304 times larger (1.68 m⁻¹) when the rim curl is included; a roll along ⟨110⟩ would give about 255. The other curvature has nearly vanished away from the rim. One number can no longer describe the wafer's amplification.

## Gravity and the ground back face

A wafer resting on its rim also sags under its weight. For a load per area $q=\rho gh$ and downward deflection $w$, vertical balance in linear theory gives $D(\nabla^2w)'=qr/2$. Two integrations, regular at the centre, give

$$w'=\frac{qr^3}{16D}+Cr .$$

The rim carries no moment, so $w''+\nu w'/r=0$ at $R$, which yields $C=-(3+\nu)qR^2/[16(1+\nu)D]$. The sag of the centre below the rim is

$$-\int_0^R w'\,dr=\frac{qR^4}{D}\left[\frac{3+\nu}{32(1+\nu)}-\frac1{64}\right]
=\frac{5+\nu}{64(1+\nu)}\frac{\rho ghR^4}{D}.$$

Since $D\propto h^3$, this too varies as $h^{-2}$. With $\rho=2330$ kg/m³ and the ⟨100⟩ constants, the sag of a 300 mm wafer is 0.106 mm at 775 µm and 25 mm at 50 µm. With the cubic anisotropy kept, these values fall by about 2 %, to 0.103 mm at 775 µm. At both thicknesses the sag is about 1.7 times the linear film bow. Gravity must therefore be removed from the measurement even for the thick wafer. For the thin one, the 25 mm lies far outside linear theory and is not a prediction of the sag. It warns that weight cannot be neglected; the free roll is not a prediction of its shape on a support. For the 10 mm disc at 50 µm the sag is 0.03 µm against a film bow of 16.6 µm, because sag grows as $R^4$ and bow as $R^2$.

Grinding may leave a stressed layer on the back. If its force per width is $f_b$, it acts at $z=-h/2$, and the net moment is $(f-f_b)h/2$. A compressive layer has $f_b<0$ and therefore adds to the bending by a tensile front film. For an assumed 0.1 µm layer at $-100$ MPa, $f_b=-10$ N/m. The thin-layer estimate is a 10 % increase in curvature. The balance with finite layer thicknesses also gives 10.0 % when the damaged layer is part of the 50 µm; it gives 9.6 % if the layer is added to 50 µm of silicon, because the plate is then slightly thicker and stiffer. The layer's depth and stress are illustrative: they depend on the grinding and on any later polishing or etching, and the effect scales with $f_b/f$.

## How this compares with real chips

A thickness of 775 µm is usual for a 300 mm wafer, and roughly 50 µm is representative of thinned dies for stacking. A 1 µm film at 100 MPa is a rough stand-in for an interconnect layer; a complete stack contains several materials, patterned and often unequally stressed in the two directions. Unequal forces change the shape, but in linear theory each moment still scales as $h$ and each stiffness as $h^3$, so the inverse-square law survives if the forces are unchanged. Heating, yielding or removal of a layer can change them: a film force 10 % higher after thinning raises the linear amplification by 10 %. The assumed grinding layer would likewise move the die's factor from about 230 to about 250. A wafer bonded to a carrier is a different plate, and its thickness and stiffness must include the carrier.

The factor of 240 thus applies to linear curvature at unchanged film force. The radially averaged curvature of the small disc follows it within about 4 % without grinding damage; the free 300 mm wafer leaves the dome shape before reaching 50 µm. The values for both are collected in the numerical output.

## Table of computed values

```
Silicon c11: 166 GPa
Silicon c12: 64 GPa
Silicon c44: 80 GPa
Silicon density: 2330 kg/m3
Young modulus <100>: 130.4 GPa
Poisson ratio <100>: 0.2783
Young modulus <110>: 169.7 GPa
Poisson ratio <110>: 0.06062
Biaxial modulus (001): 180.7 GPa
Film thickness: 1 um
Film stress on rigid substrate: 100 MPa
Film biaxial modulus: 100 GPa
Film force per width: 100 N/m
Thickness ratio: 15.5
Moment reduction factor: 15.5
Stiffness reduction factor: 3724
Linear curvature amplification: 240.25
775 um: film moment per width: 0.03875 N
775 um: biaxial bending stiffness: 7.008 N m
775 um: linear curvature: 0.00553 1/m
775 um: linear radius of curvature: 180.8 m
775 um: linear bow, 10 mm disc: 0.06912 um
775 um: linear bow, 300 mm wafer: 0.06221 mm
775 um: film-thickness factor: 0.9984
775 um: gravity sag, 300 mm: 0.1055 mm
50 um: film moment per width: 0.0025 N
50 um: biaxial bending stiffness: 0.001882 N m
50 um: linear curvature: 1.329 1/m
50 um: linear radius of curvature: 0.7527 m
50 um: linear bow, 10 mm disc: 16.61 um
50 um: linear bow, 300 mm wafer: 14.95 mm
50 um: film-thickness factor: 0.9755
50 um: gravity sag, 300 mm: 25.35 mm
Load S, 10 mm disc at 50 um: 0.1661
Load S, 300 mm wafer at 775 um: 0.04014
Load S, 300 mm wafer at 50 um: 149.5
Die curvature loss, uniform dome: 1.88 %
Die curvature loss, von Karman: 1.83 %
Die amplification with both corrections: 230.5
Critical load S, <100> constants: 1.384
Critical load S, <110> constants: 1.831
Critical disc diameter at 50 um, <100>: 28.9 mm
Critical disc diameter at 50 um, <110>: 33.2 mm
Critical 300 mm wafer thickness, <100>: 238 um
Critical 300 mm wafer thickness, <110>: 217 um
Rolled wafer main curvature at 50 um: 1.698 1/m
Rolled wafer cross curvature at 50 um: 3.64e-05 1/m
Rolled wafer radius at 50 um: 0.589 m
Rolled / 775 um curvature: 307.1
Gravity sag, 10 mm disc at 50 um: 0.0313 um
Back damage layer force: -10 N/m
Curvature change by back layer: 9.57 %
Silicon stress beside film at 50 um: -7.77 MPa
Mean film stress at 50 um: 95.64 MPa
```
